Absorption cross section from the polarizability: work and forward scattering, part 1

(Sections cited here and not found follow in the second part.)

## First half: the work done by the wave

A small target, such as an atom, is placed at the origin in a weak monochromatic light wave. The problem is to find how much energy the target takes out of the wave, and how this is fixed by the dipole that the wave induces.

The algebra uses atomic units in their Gaussian form: the electron's charge and mass and ħ are 1, and c is the inverse of the fine-structure constant. Oscillating quantities are real parts of complex amplitudes with the time factor exp(−iωt), where ω > 0. The wave number is k = ω/c. The wave travels along the unit vector ẑ and has the electric field

E(r,t) = Re[E₀ e exp(ikz − iωt)],

where e is a unit polarization vector, e*·e = 1 and e·ẑ = 0. The size a of the target satisfies ka ≪ 1, so the field is nearly uniform across it. The wave is weak, so the induced dipole is linear in the field:

d(t) = Re[d exp(−iωt)], d = α(ω) E₀ e.

This defines the dynamic polarizability α(ω) of an isotropic target. Here E₀ is the field of the incident wave alone, without the field that the dipole itself produces. A cross section is the power removed from the wave divided by the incident intensity.

**(a) Find the mean power that the incident wave delivers to the dipole, and turn it into a cross section.**

Solution. A field E does work at the rate qE·v on a charge q moving with velocity v. The field is uniform over the target, so the sum over charges is E·Σqv, and Σqv is the time derivative of the dipole moment. The power is therefore

P(t) = E(t)·ḋ(t).

The same result holds in quantum mechanics. Take a real polarization vector and let D be the dipole operator along it. The Hamiltonian is H = H₀ − E(t)D, where H₀ belongs to the target alone. The equation of motion for a mean value is d⟨A⟩/dt = i⟨[H,A]⟩. For A = H₀ and for A = D it gives

d⟨H₀⟩/dt = −iE⟨[D,H₀]⟩ = iE⟨[H₀,D]⟩,
d⟨D⟩/dt = i⟨[H₀,D]⟩,

because H₀ commutes with itself and D commutes with D. Comparison gives d⟨H₀⟩/dt = E d⟨D⟩/dt, which is the classical power.

For two quantities Re[A exp(−iωt)] and Re[B exp(−iωt)], the mean of the product over a period is ½Re(A*B). The terms with exp(±2iωt) average to zero. The amplitude of ḋ is −iωd, so

⟨P⟩ = ½Re[E₀* e*·(−iω) α E₀ e] = (ω/2)|E₀|² Re(−iα).

If α = α′ + iα″, then −iα = α″ − iα′, with real part α″. Hence

⟨P⟩ = (ω/2)|E₀|² Im α.

For linear polarization, the part of the dipole in phase with the field takes energy in one quarter of the period and returns it in the next. The part that lags by a quarter period has its velocity in phase with the field, so the power it takes is never negative and has a nonzero mean.

In the plane wave the magnetic field has the same amplitude as the electric field and is perpendicular to it. The energy flux is (c/4π)E×B, and its mean is the intensity

I = c|E₀|²/(8π).

The ratio is

σ = ⟨P⟩/I = (ω/2)|E₀|² Im α · 8π/(c|E₀|²) = (4πω/c) Im α(ω).

This counts all the work done by the incident wave. It does not yet say whether the target keeps that energy or radiates it again. The name extinction cross section, σ_ext, is therefore safer than absorption cross section until the radiated part has been found.

If the target is anisotropic, α is a tensor and the same steps hold with e*·α·e in place of α. Averaged over random orientations, this number becomes one third of the trace of α.

**(b) Calculate α for a quantum target in its ground state, and compare the cross section of part (a) with a count of transitions.**

Solution. Let |0⟩ be the ground state, |n⟩ the excited states, ωₙ > 0 their excitation energies and Dₙ = ⟨n|D|0⟩. The target has no permanent dipole. The field is treated as a given function of time, so emission of light by the target is left out here. It is switched on slowly by a factor exp(ηt), with η > 0 taken to zero at the end:

E(t) = ½[E₀ exp(−iωt) + E₀* exp(iωt)] exp(ηt).

Apart from a common phase, the state to first order is |0⟩ + Σₙ aₙ exp(−iωₙt)|n⟩. The Schrödinger equation with the perturbation −ED gives

i ȧₙ = −E(t) Dₙ exp(iωₙt).

Multiplying by −i gives ȧₙ = iE(t)Dₙ exp(iωₙt). This is integrated from t = −∞, where aₙ = 0. The integral of exp[(iX+η)t] is exp[(iX+η)t]/(iX+η), and i/(iX+η) = 1/(X−iη). With X = ωₙ ∓ ω,

aₙ = ½Dₙ exp(ηt) { E₀ exp[i(ωₙ−ω)t]/(ωₙ−ω−iη) + E₀* exp[i(ωₙ+ω)t]/(ωₙ+ω−iη) }.

The mean dipole to first order is 2Re Σₙ Dₙ* aₙ exp(−iωₙt). The factor 2 cancels the ½, and as η → 0

⟨D⟩ = Re Σₙ |Dₙ|² { E₀ exp(−iωt)/(ωₙ−ω−iη) + E₀* exp(iωt)/(ωₙ+ω−iη) }.

The real part of the second term does not change if the term is replaced by its complex conjugate. Both terms then carry E₀ exp(−iωt), and the factor multiplying it is the polarizability:

α(ω) = Σₙ |Dₙ|² [ 1/(ωₙ−ω−iη) + 1/(ωₙ+ω+iη) ].

The imaginary part of 1/(X−iη) is η/(X²+η²). Its area over X is π and its width goes to zero with η, so it tends to πδ(X). In the second term the denominator cannot vanish for positive ωₙ and ω, so that term adds nothing. Therefore

Im α = π Σₙ |Dₙ|² δ(ω−ωₙ),
σ = (4π²ω/c) Σₙ |Dₙ|² δ(ω−ωₙ).

To count transitions, keep the resonant part of aₙ. The population of level n is

|aₙ|² = ¼|Dₙ|²|E₀|² exp(2ηt)/[(ωₙ−ω)²+η²].

Its time derivative is 2η times itself. As η → 0 this gives the transition rate

wₙ = ½|Dₙ|²|E₀|² η/[(ωₙ−ω)²+η²] → (π/2)|Dₙ|²|E₀|² δ(ω−ωₙ),

which is the golden rule. Each transition takes the energy ω, so the cross section is

Σₙ ωwₙ/I = ω(π/2)(8π/c) Σₙ |Dₙ|² δ(ω−ωₙ) = (4π²ω/c) Σₙ |Dₙ|² δ(ω−ωₙ).

The two results agree. The dipole calculation used amplitudes to first order, while the count used their squares. Energy conservation connects the two.

If the target starts in an excited state, some ωₙ are negative. The second term of α then contributes −πδ(ω+ωₙ) to the imaginary part of the bracket, and the wave gains energy by stimulated emission.

**(c) A pulse contains many frequencies. Find the energy it delivers in terms of σ(ω).**

Solution. Define E(ω) = ∫E(t) exp(iωt)dt. Linear response acts on each frequency separately, so the transform of the dipole is α(ω)E(ω) and that of ḋ is −iωα(ω)E(ω). Parseval's theorem gives

ΔE = ∫E(t)ḋ(t)dt = (1/2π) ∫ (−iω)α(ω)|E(ω)|² dω,

with the last integral over all positive and negative ω. A real field produces a real dipole, so α(−ω) = α*(ω), and |E(−ω)| = |E(ω)|. The contributions of ω and −ω add to

−iωα + iωα* = −iω(α−α*) = −iω(2i Im α) = 2ω Im α.

Hence

ΔE = (1/π) ∫₀^∞ ω Im α(ω)|E(ω)|² dω.

The energy per area carried by the pulse is (c/4π)∫E(t)²dt. By Parseval's theorem this equals ∫₀^∞F(ω)dω, with

F(ω) = (c/4π²)|E(ω)|².

Since σF = (4πω/c)Im α · (c/4π²)|E|² = (ω/π)Im α|E|², the energy is

ΔE = ∫₀^∞ σ(ω)F(ω)dω.

Each frequency is absorbed with its own cross section. The phases of the pulse drop out at this order in the field.

**(d) Evaluate the cross section of hydrogen above its ionization energy from α, and compare it with the golden rule and with a pulse.**

Solution. The nucleus is fixed and the electron is nonrelativistic. The sum over states in α can be written with an inverse operator, since each state |n⟩ is an eigenstate of H₀. Let u(r) = 2r exp(−r) be the radial function of the 1s state and E_g its energy. The operator z = r cosθ turns the 1s state into a p wave, with the factor 1/√3 from the angular integral. With h = −½d²/dr² + 1/r² − 1/r, this gives

α(ω) = (1/3) ∫ r u(r)[χ₊(r) + χ₋(r)]dr,
(h − E_g ∓ ω)χ± = r u.

Above the ionization energy, the term −iη in part (b) requires χ₊ to be an outgoing wave, which behaves at large r as exp(ipr) apart from the slow phase due to the Coulomb force. Here p²/2 = E_g + ω. The term −iη replaces ω by ω + iη, which gives p a small positive imaginary part, so exp(ipr) is the solution that stays bounded at large r. This condition can be met with decaying functions if r is replaced by ρ exp(iθ) with 0 < θ < π/2. The outgoing wave then has size exp(−pρ sinθ), while the incoming wave grows. The calculation uses polynomials times exp(−λr) with complex λ, and its matrix elements contain no complex conjugation. No width is assumed, so Im α follows from the atom alone.

For the golden rule, let u_ε be the p wave of energy ε = E_g + ω, normalized so that the overlap of two such waves is δ(ε−ε′). The sum over states becomes an integral over ε, the delta function removes it, and

σ = (4π²ω/3c) R², R = ∫ u(r) r u_ε(r)dr.

In ordinary units k = ħω/ħc, with ħc = 1973.27 eV Å. At a photon energy of 20 eV the calculation gives Im α = 0.173674 Å³, so

σ = 4π × 20/1973.27 × 0.173674 = 0.02212 Å².

The two routes compare as follows, in Å²:

14 eV: 0.058412 from Im α, 0.058412 by the golden rule
20 eV: 0.022120 from Im α, 0.022120 by the golden rule
40 eV: 0.003060 from Im α, 0.003060 by the golden rule

The ionization energy in this model is 13.6057 eV, so all three energies lie in the continuum. The last digits belong to the fixed-nucleus model: the finite mass of the proton lowers these cross sections by about 0.04%, to 0.022111 Å² at 20 eV. At 20 eV the product of k and the Bohr radius is 0.0054, which supports the use of a uniform field.

The pulse result was checked by propagating the Schrödinger equation in time. The pulse is centred at 20 eV, its spectral fluence has an rms spread of 0.6 eV, and its peak field is 0.005 V/Å. A first-order amplitude from 1s can reach only p states. The states kept are 1s and the p states up to 54 eV above the ionization threshold, well beyond the energies in the pulse. The fluence is 2.84737×10⁻⁴ eV/Å². The atom gains 6.3275×10⁻⁶ eV in the propagation, and the integral of σF gives the same to these digits.

The gain divided by the fluence is 0.02222 Å², about 0.5% above the cross section at 20 eV. This follows from the curvature of σ(ω). Between 14 and 20 eV the numbers above fall as the power −2.7 of the energy, and between 20 and 40 eV as the power −2.9. With a local law σ ∝ ω^(−q) and q ≈ 2.8, averaging the second-order Taylor term over a symmetric spectrum raises the mean by the fraction

½q(q+1)(0.6/20)² ≈ ½ × 2.8 × 3.8 × 0.0009 ≈ 0.005.

## Second half: the flux through a sphere

The wave has amplitude E₀, unit polarization e, direction ẑ, wave number k = ω/c and intensity I = c|E₀|²/(8π). The induced dipole is d = αE₀e, where α is the response to the incident field. The first half found that the work of the incident wave gives σ_ext = (4πω/c) Im α. It also found that, with emission left out, a target in its ground state has Im α = πΣₙ|Dₙ|²δ(ω−ωₙ). The energy is now followed from outside, through the fields on a large sphere around the target. Let n be the outward unit vector on the sphere and μ = n·ẑ the cosine of the scattering angle.

The work done by the incident wave gives the extinction cross section σ_ext = (4πω/c) Im α, which agrees with the golden rule for a ground-state target when emission is left out. It remains to find, from the fields on a large sphere, how much of this energy is scattered and how much is absorbed, and how the dipole's own radiation changes α.
